# Half-voltage and third-voltage biasing of a crossbar: power in unselected cells

## Problem

A crossbar memory has \(N\) word lines crossing \(N\) bit lines, with \(N\ge 2\). At every crossing a cell joins the two lines. All cells are identical and ohmic, with conductance \(G\), and the wires have no resistance.

To write one cell, its word line is held at \(V>0\) and its bit line at \(0\). The other lines are held at fixed voltages in one of two ways:

- Half-voltage scheme: all other word lines and all other bit lines are at \(V/2\).
- Third-voltage scheme: the other word lines are at \(V/3\) and the other bit lines at \(2V/3\).

Every cell except the selected one is called unselected, including those that share a line with it.

(a) Find the steady power dissipated in the unselected cells under each scheme.

(b) For which \(N\) does the half-voltage scheme dissipate less?

(c) What does the third-voltage scheme gain in return for its power? Consider the largest voltage across any unselected cell.

(d) The intermediate voltages are now made from a supply at \(V\) by linear regulators. All lines at the same voltage share one rail. Find the power drawn from the supply on account of the unselected cells, and compare the schemes again.

(e) Evaluate the results for a 32 by 32 array of magnetic tunnel junctions with diameter 50 nm, resistance-area product 500 Ω µm², barrier thickness 1.4 nm, write voltage 1 V and pulse length 1 ns. Estimate how far the neglected effects change the comparison.

## Solution

### (a) Power in the unselected cells

The voltage across a cell is defined as word-line voltage minus bit-line voltage. An ohmic cell at voltage \(v\) carries the current \(Gv\) and dissipates \(Gv^2\), so the sign of \(v\) does not matter for the power.

The cells fall into four groups:

- the selected cell;
- \(N-1\) other cells on the selected word line;
- \(N-1\) other cells on the selected bit line;
- \((N-1)^2\) cells on neither selected line, called the bulk here.

The count is complete, because \(1+2(N-1)+(N-1)^2=[1+(N-1)]^2=N^2\).

In the half-voltage scheme, a cell on the selected word line has \(V-V/2=V/2\). A cell on the selected bit line has \(V/2-0=V/2\). A bulk cell has \(V/2-V/2=0\). Only the first two groups dissipate:

\[
P_{\text{half}}=2(N-1)\,G\left(\frac V2\right)^2=\frac{(N-1)\,GV^2}{2}.
\]

In the third-voltage scheme, a cell on the selected word line has \(V-2V/3=V/3\). A cell on the selected bit line has \(V/3-0=V/3\). A bulk cell has \(V/3-2V/3=-V/3\), so its current flows backwards, from bit line to word line. All unselected cells therefore dissipate the same power:

\[
P_{\text{third}}=\left[2(N-1)+(N-1)^2\right]G\left(\frac V3\right)^2 .
\]

The bracket is the total number of cells less the selected one, \(N^2-1\). Hence

\[
P_{\text{third}}=\frac{(N^2-1)\,GV^2}{9}.
\]

### (b) Which scheme dissipates less

Subtract the two results over the common denominator 18, using \(N^2-1=(N-1)(N+1)\):

\[
P_{\text{third}}-P_{\text{half}}
=\frac{GV^2}{18}\left[2(N-1)(N+1)-9(N-1)\right]
=\frac{GV^2}{18}(N-1)(2N-7).
\]

For \(N\ge2\) the factor \(N-1\) is positive, so the sign is that of \(2N-7\). This is negative for \(N=2\) and \(N=3\), and positive for every integer \(N\ge4\). The half-voltage scheme therefore dissipates less for every \(N\ge4\), and the third-voltage scheme dissipates less for \(N=2\) and \(N=3\). Equality would need \(N=3.5\), which is not an array size.

The ratio gives the size of the difference:

\[
\frac{P_{\text{third}}}{P_{\text{half}}}
=\frac{(N-1)(N+1)/9}{(N-1)/2}
=\frac{2(N+1)}{9}.
\]

It is 0.89 for \(N=3\) and 1.11 for \(N=4\), so near the crossover the choice matters little. For large \(N\) it approaches \(2N/9\) and grows without limit.

Two effects compete. Lowering the voltage on the cells of the selected lines from \(V/2\) to \(V/3\) reduces their power by the factor \((1/3)^2/(1/2)^2=4/9\). In exchange, \((N-1)^2\) bulk cells that were idle now carry current. The saving grows in proportion to \(N-1\) and the cost in proportion to \((N-1)^2\), so the cost wins in a large array.

The selected cell dissipates \(GV^2\) in both schemes. Including it would add the same amount to both powers and leave the order unchanged.

### (c) What the third-voltage scheme gains

Let the other word lines be at a common voltage \(a\) and the other bit lines at a common voltage \(b\). The unselected cells then have the voltages \(V-b\) on the selected word line, \(a\) on the selected bit line, and \(a-b\) in the bulk. For any \(a\) and \(b\),

\[
(V-b)+(b-a)+a=V .
\]

Three numbers that add to \(V\) cannot all be smaller than \(V/3\). Some unselected cell must therefore carry at least \(V/3\) in magnitude. If none is to carry more, all three terms must equal \(V/3\), which gives \(b=2V/3\) and \(a=V/3\). This is the third-voltage scheme: among all biases of this kind, it has the smallest possible largest stress. The half-voltage scheme puts \(V/2\) on \(2(N-1)\) cells.

The comparison is thus between heat and stress. The lower stress matters when a voltage on an unselected cell can disturb its stored bit, as part (e) shows.

### (d) Power drawn from the supply

A linear regulator that delivers a current \(I\) at a lower voltage draws the same \(I\) from the supply at \(V\), and turns the difference in voltage into heat. A rail that receives net current passes it to ground, and its energy is lost. The supply power is therefore \(V\) times the total current drawn from the supply. The current \(GV\) of the selected cell is left out in both schemes.

In the half-voltage scheme, the selected word line feeds \(N-1\) unselected cells and draws \((N-1)GV/2\). The rail at \(V/2\) receives this current through the other bit lines. It delivers an equal current through the other word lines to the selected bit line. Its net current is zero, so

\[
S_{\text{half}}=V\cdot\frac{(N-1)GV}{2}=\frac{(N-1)GV^2}{2}=P_{\text{half}} .
\]

In the third-voltage scheme, the selected word line draws \((N-1)GV/3\). The rail at \(2V/3\) receives that current and delivers \((N-1)^2GV/3\) to the bulk cells. Its net delivery is

\[
\frac{GV}{3}\left[(N-1)^2-(N-1)\right]=\frac{GV}{3}(N-1)(N-2),
\]

which is not negative for \(N\ge2\). The rail at \(V/3\) receives the bulk current and passes its surplus to ground, so it draws nothing from the supply. Adding the two supply currents gives

\[
S_{\text{third}}=\frac{GV^2}{3}\left[(N-1)+(N-1)(N-2)\right]=\frac{(N-1)^2GV^2}{3}.
\]

The half-voltage scheme now wins when \((N-1)^2/3>(N-1)/2\), that is, when \(N-1>3/2\), or \(N\ge3\). For \(N\ge3\), linear regulation raises the power of the third-voltage scheme above its cell power; for \(N=2\) the two are equal. Converters that return the surplus current with little loss would bring the supply power back towards the cell power of part (a).

### (e) A 32 by 32 array of tunnel junctions

**Main numbers.** The junction area is \(\pi(50\ \text{nm})^2/4=0.001963\ \text{µm}^2\). The cell resistance is the resistance-area product divided by this area:

\[
R=\frac1G=\frac{500\ \Omega\,\text{µm}^2}{0.001963\ \text{µm}^2}\approx 255\ \text{k}\Omega .
\]

At 1 V this gives \(GV^2=3.927\) µW, and with \(N=32\)

\[
P_{\text{half}}=\frac{31}{2}\times3.927\ \text{µW}=60.9\ \text{µW},\qquad
P_{\text{third}}=\frac{1023}{9}\times3.927\ \text{µW}=446\ \text{µW}.
\]

The ratio is \(2\times33/9=7.33\). Over a 1 ns pulse the unselected cells take 60.9 fJ and 446 fJ. The selected cell takes 3.9 fJ, so even under the half-voltage scheme most of the heat is produced in cells that are not being written. With linear regulators the supply powers are 60.9 µW and 1258 µW.

**The real case.** The parameters are rough values for MgO junctions written by voltage control of magnetic anisotropy. Junctions written by spin-transfer torque have much lower resistance-area products, roughly 10 Ω µm². At the same voltage all currents and powers here would then be 50 times larger. The ratio for ideal wires would stay the same, but the wires could no longer be treated as ideal. A transistor in series with each cell would suppress these leakage paths; the bare crossbar is a model without that protection. Of the ideal assumptions, that of identical cells fails most plainly, because the resistance of a junction is what stores the bit.

**Unequal cells.** Let a parallel junction have conductance \(G\) and an antiparallel one \(G/2\), which is a magnetoresistance of 100 %. Write \(A\) for the summed conductance of the unselected cells on the selected lines and \(B\) for that of the bulk. Then

\[
\frac{P_{\text{third}}}{P_{\text{half}}}=\frac{(A+B)V^2/9}{AV^2/4}=\frac49\left(1+\frac BA\right).
\]

The data pattern least favourable to the half-voltage scheme has the largest \(A\) and the smallest \(B\): parallel cells on the selected lines and antiparallel cells in the bulk. Then \(A=2(N-1)G\) and \(B=(N-1)^2G/2\), so \(B/A=(N-1)/4\). For \(N=32\) the ratio is \(\tfrac49(1+31/4)=3.89\). It exceeds 1 when \((N-1)/4>5/4\), or \(N\ge7\). For ohmic cells with this magnetoresistance, the half-voltage scheme thus wins for every data pattern once \(N\ge7\). The opposite pattern, with antiparallel cells on the selected lines and parallel cells in the bulk, has \(B/A=N-1\) and gives a ratio of 14.2 for \(N=32\). The threshold of 4 belongs to identical cells. These figures take the magnetoresistance as independent of bias. In real junctions it falls with bias, which narrows the range: if it follows \(1/[1+(v/V_{1/2})^2]\) with \(V_{1/2}\) between 0.5 and 0.7 V, the two extremes for \(N=32\) become about 4.2–4.5 and 11–12, and the threshold for every pattern becomes 6.

**Curved current.** Tunnel current rises faster than voltage. This was estimated by integrating over electron energy at 300 K, with a mean barrier of 1 eV and an effective mass of 0.4 electron masses. The conductance exceeds its low-bias value by 21 % at \(V/2\) and by 9 % at \(V/3\). The ratio falls to

\[
7.33\times\frac{1.090}{1.214}\approx6.6 .
\]

The same correction applied to \(N=4\) gives about \(1.111\times0.898=0.998\), and the smallest \(N\) that favours the half-voltage scheme becomes 5. A margin of 0.2 % is far finer than this simple barrier model can settle, so the model leaves open which scheme dissipates less at \(N=4\). The answer there depends on the barrier height (0.97 at 0.8 eV, 1.02 at 1.2 eV) and on how the barrier is treated. The numbers above replace the tilted barrier by its mean height. Keeping the tilt, or using the exact transmission with free-electron electrodes, moves the two corrections within about 15–24 % and 6–10 %, the ratio for \(N=32\) within 6.5–6.8, and the ratio for \(N=4\) within 0.985–1.03. A single-band barrier is also only a sketch of a real MgO junction, whose parallel and antiparallel states depend differently on bias.

A stronger curvature moves the threshold further. If the current is proportional to \(|v|^m\), the power is proportional to \(|v|^{m+1}\), and the counts of part (a) give

\[
\frac{P_{\text{third}}}{P_{\text{half}}}
=\frac{(N^2-1)\,3^{-(m+1)}}{2(N-1)\,2^{-(m+1)}}
=\frac{N+1}{2}\left(\frac23\right)^{m+1}.
\]

For \(m=1\) this returns \(2(N+1)/9\). For \(m=3\) it is \(8(N+1)/81\), which exceeds 1 only when \(N\ge10\). Cells with a strongly nonlinear selector in series therefore need their own comparison.

**Wires.** Take copper lines 50 nm wide and 100 nm thick, a cell pitch of 100 nm and a rough resistivity of 5 µΩ cm. Each cell length of wire then has 1 Ω. The full network was solved with each line driven from one end and the selected cell at the far corner. The unselected-cell powers become 60.7 µW and 444 µW, with a ratio of 7.32. The selected cell still receives more than 0.997 V in both schemes. The effect is small because the cell resistance is so large.

With ideal wires, the largest line current flows in the selected word line and, equally, in the selected bit line. For the half-voltage scheme it is \((31/2+1)GV=64.8\) µA, or 1.3 MA/cm². For the third-voltage scheme it is 44.5 µA, or 0.89 MA/cm². The scheme with less total heat thus has the more heavily loaded line.

**Charging.** A capacitance \(C\) stepped up to \(v\) and back to zero costs \(Cv^2\) in all, half of it at each step. Take a rough line capacitance of 0.2 fF/µm and a relative permittivity of 9.8 for the barrier. Leaving out the selected cell and the selected word line, which cost the same in both schemes, charging adds 11.8 fJ and 24.9 fJ per pulse if every line returns to zero between pulses. The energy ratio becomes

\[
\frac{446.4+24.9}{60.9+11.8}\approx6.5 .
\]

If the unselected lines keep their bias and only the selected row and column change from one write to the next, charging costs only about 2 fJ and 4 fJ per write, and the ratio is about 7.1.

**Heat and temperature.** If writes follow one another without pause, the heat of the unselected cells must leave the array. Suppose that the writes are spread evenly over the array, so that its average heating is uniform. Conduction straight down through 1 µm of oxide with 1.4 W/(m K) then gives a rise of about 4 K for the half-voltage scheme and 31 K for the third-voltage scheme. Rewriting one cell again and again would concentrate the half-voltage heat on two lines, a case that this estimate does not cover. The array is only about three times as wide as the oxide is thick, so sideways spreading in the oxide lowers the mean rise by about 30 %, to 3 K and 22 K, and the rise at the centre by about 12 %. A silicon substrate under a single array adds only about 0.3 K to the larger value; neighbouring arrays and the package are not included. In the tunnelling model, warming from 300 K to 358 K raises the low-bias conductance by 0.9 %. The two schemes run at different temperatures, so this change does not cancel exactly, but in the model it moves the ratio by only about 0.4 %. The model includes only the thermal smearing of the electrons; real junctions, above all in the antiparallel state, change more with temperature.

**Breakdown.** The field in the selected barrier is \(1\ \text{V}/1.4\ \text{nm}=7.1\) MV/cm, not far below a rough breakdown field of 10 MV/cm for thin MgO. This field is the same in both schemes. The unselected cells have at most one half or one third of it.

**Disturbance of stored bits.** Suppose that the voltage lowers the energy barrier between the two magnetic states linearly, from \(60\,k_BT\) at zero voltage to nothing at \(V\), and that a reversed voltage raises it. Cells on the selected lines then keep \(30\,k_BT\) in the half-voltage scheme and \(40\,k_BT\) in the third-voltage scheme. The bulk cells of the third-voltage scheme have reversed voltage, and their barrier rises to \(80\,k_BT\).

With an attempt time of 1 ns, equal to the pulse length, each of the 62 cells on the selected lines flips with a probability of about \(e^{-30}\) or \(e^{-40}\) per pulse. The bulk contributes negligibly. The expected numbers of unwanted flips per pulse are

\[
62\,e^{-30}=5.8\times10^{-12},\qquad 62\,e^{-40}=2.6\times10^{-16}.
\]

One flip is then expected after about \(1.7\times10^{11}\) pulses in the half-voltage scheme and \(3.8\times10^{15}\) in the third-voltage scheme. For uninterrupted 1 ns pulses, with the cells held at 300 K, these correspond to roughly 3 minutes and 44 days. Uninterrupted writing also heats the cells, however. If the barrier energies stay fixed while the cells warm from 300 K by the 4 K and 31 K estimated above, the barriers on the selected lines fall to about \(29.6\,k_BT\) and \(36.2\,k_BT\), and the times shorten to roughly 2 minutes and 1 day. The linear barrier law is a simple assumption, and the exponentials make these times very sensitive to it. For a layer that reverses uniformly, removing \(60\,k_BT\) at 1 V in this junction needs an anisotropy coefficient of about 180 fJ/(V m), above the roughly 30 to 100 fJ/(V m) common in CoFeB/MgO.

For this array, the half-voltage scheme saves a factor of about 7 in unselected-cell power if the cells are identical, and roughly 4 to 14 for the extreme data patterns considered above. In return, the third-voltage scheme reduces the estimated disturbance by a factor of \(e^{10}\approx2\times10^4\) if the cells stay at 300 K, and by only about 800 under uninterrupted writing with the heating estimated above. A smaller temperature rise preserves more of this advantage: with sideways spreading in the oxide the factor is about 1800. If errors can be corrected often enough, the power favours half-voltage biasing. If they cannot, the disturbance may decide the choice despite the heat.

## Computed results

```
Power in units of G V^2 (half, third) and ratio third/half:
 N = 2: 0.5000, 0.3333, 0.6667
 N = 3: 1.0000, 0.8889, 0.8889
 N = 4: 1.5000, 1.6667, 1.1111
 N = 5: 2.0000, 2.6667, 1.3333
 N = 32: 15.5000, 113.6667, 7.3333
Least possible largest stress: 0.3333 V_selected
Example: N = 32, V = 1.0 V, pulse = 1.0 ns
Diameter 50 nm, barrier 1.4 nm
Resistance-area product: 500 ohm um^2
Junction area: 0.001963 um^2
Cell resistance: 254.6 kohm
G V^2 (selected-cell power): 3.927 uW
[half] unselected power: 60.9 uW
[half] energy per pulse: 60.9 fJ
[half] regulated supply: 60.9 uW
[half] power with wires: 60.68 uW
[half] selected cell with wires: 0.9978 V
[half] largest line current: 64.8 uA
[half] current density: 1.30 MA/cm^2
[half] tunnel conductance / low-bias value: 1.214
[half] charging energy per pulse: 11.8 fJ
[half] steady heating: 4.2 K
[half] expected flips per pulse: 5.80e-12
[third] unselected power: 446.4 uW
[third] energy per pulse: 446.4 fJ
[third] regulated supply: 1257.9 uW
[third] power with wires: 444.29 uW
[third] selected cell with wires: 0.9985 V
[third] largest line current: 44.5 uA
[third] current density: 0.89 MA/cm^2
[third] tunnel conductance / low-bias value: 1.090
[third] charging energy per pulse: 24.9 fJ
[third] steady heating: 31.1 K
[third] expected flips per pulse: 2.63e-16
Ratio third/half, ideal: 7.333
Ratio with wires (1.0 ohm per cell): 7.322
Ratio, unequal cells (TMR 100 %): 3.889
Smallest N favouring half, unequal cells: 7
Ratio with curved tunnel current: 6.587
Smallest N favouring half, curved current: 5
Ratio with charging energy: 6.484
Conductance change, 300 K to 358 K: 0.89 %
Barrier field, selected cell: 7.14 MV/cm
```
